# Void Nucleation in a Long Line Under Fast Unidirectional Pulses: a program that tests the result

```python
# Result under test: for fast unidirectional pulses of duty cycle r, the
# isothermal void nucleation time of a long blocked line is t_dc / r**2,
# where t_dc = pi sigma_c**2 / (4 G**2 kappa) is the steady-current time.
# G = e Z rho j / Omega is the drive expressed as a stress gradient,
# kappa = D B Omega / (k T) is the stress diffusivity, D the atomic
# diffusivity, B the effective modulus, Omega the atomic volume,
# sigma_c the critical tension at the cathode end. SI units inside.
import numpy as np
from scipy.constants import e, k as k_B
from scipy.linalg import solve_banded
from scipy.optimize import brentq

temperature = 573.0
use_temperature = 378.0
current_density = 2e10
resistivity = 4e-8
effective_charge = 1.0
atomic_volume = 1.2e-29
modulus = 30e9
diffusivity = 4e-17
activation_energy = 0.9 * e
critical_stress = 100e6
line_length = 500e-6
period = 1e-6
cross_section = 100e-9 * 200e-9
thermal_resistance = 2.0      # K m / W, line to surroundings
hour, year = 3600.0, 365.25 * 24 * 3600.0
duties = (0.5, 0.25, 0.1)

kT = k_B * temperature
wind_force = e * effective_charge * resistivity * current_density
G = wind_force / atomic_volume


def stress_diffusivity(T):
    arrhenius = np.exp(-activation_energy / k_B * (1 / T - 1 / temperature))
    return diffusivity * arrhenius * modulus * atomic_volume / (k_B * T)


def steady_time(T):
    return np.pi * critical_stress**2 / (4 * G**2 * stress_diffusivity(T))


kappa = stress_diffusivity(temperature)
t_dc = steady_time(temperature)


def run_line(length, duty, dt, max_steps, steps_per_period=None,
             stress_assisted=False):
    """Count atoms in cells with blocked ends, by implicit time steps.

    Without steps_per_period the drive is constant at duty times its peak.
    Returns the nucleation time (inf if none) and the end-stress history.
    """
    stretch = 4.5
    edges = length * np.expm1(stretch * np.linspace(0, 1, 301))
    edges /= np.expm1(stretch)
    width = np.diff(edges)
    gap = np.diff((edges[1:] + edges[:-1]) / 2)
    stress = np.zeros(width.size)
    bands = np.zeros((3, width.size))
    history = []
    previous = 0.0
    for step in range(max_steps):
        if steps_per_period is None:
            drive = duty
        else:
            on_steps = round(duty * steps_per_period)
            drive = float(step % steps_per_period < on_steps)
        mobility = np.full(gap.size, diffusivity / kT)
        if stress_assisted:
            face_stress = (stress[1:] + stress[:-1]) / 2
            mobility *= np.exp(atomic_volume * face_stress / kT)
        link = dt * modulus * atomic_volume * mobility / gap
        push = dt * modulus * mobility * wind_force * drive
        bands[0, 1:] = -link / width[:-1]
        bands[2, :-1] = -link / width[1:]
        bands[1] = 1.0
        bands[1, :-1] += link / width[:-1]
        bands[1, 1:] += link / width[1:]
        source = stress.copy()
        source[:-1] += push / width[:-1]
        source[1:] -= push / width[1:]
        stress = solve_banded((1, 1), bands, source, check_finite=False)
        end_stress = stress[0] + wind_force * drive / atomic_volume * width[0] / 2
        history.append((drive, end_stress))
        if end_stress >= critical_stress:
            part = (critical_stress - previous) / (end_stress - previous)
            return (step + part) * dt, np.array(history)
        previous = end_stress
    return np.inf, np.array(history)


def pulse_peaks(count, duty):
    """Scaled end stress at the end of each pulse, by explicit summation."""
    m = np.arange(count, dtype=float)
    return np.cumsum(duty / (np.sqrt(m + duty) + np.sqrt(m)))


def summed_time(n, duty):
    """Nucleation time in periods when t_dc equals n periods."""
    peaks = pulse_peaks(int(np.ceil(n / duty**2)) + 2, duty)
    assert peaks[-1] >= np.sqrt(n)
    last = int(np.argmax(peaks >= np.sqrt(n)))
    starts = np.arange(last, dtype=float)

    def excess(t):
        age = t - starts
        old = np.sum(duty / (np.sqrt(age) + np.sqrt(age - duty)))
        return old + np.sqrt(t - last) - np.sqrt(n)

    return brentq(excess, last, last + duty)


# Steady current: atom counting against the closed nucleation time.
cell_dc, _ = run_line(line_length, 1.0, t_dc / 2000, 4000)
assert abs(cell_dc / t_dc - 1) < 0.01

# Resolved pulses: atom counting against the superposition sum.
test_n, test_duty = 20, 0.25
cell_pulsed, history = run_line(line_length, test_duty, t_dc / test_n / 40,
                                20000, steps_per_period=40)
sum_pulsed = summed_time(test_n, test_duty) * t_dc / test_n
assert abs(cell_pulsed / sum_pulsed - 1) < 0.01

# The end stress rises in every on phase and falls in every off phase.
same_phase = history[1:, 0] == history[:-1, 0]
change = np.diff(history[:, 1])
assert np.all(change[same_phase & (history[1:, 0] == 1)] > 0)
assert np.all(change[same_phase & (history[1:, 0] == 0)] < 0)

# Rigorous bounds on the nucleation time, for slow and fast pulses.
for n in (2, 20, 300, 10000):
    for r in duties:
        t = summed_time(n, r)
        lower = (np.sqrt(n) - np.sqrt(r))**2 / r**2
        assert lower * (1 - 1e-9) <= t <= (n / r**2 + r) * (1 + 1e-9)

# Exponent for fast pulses, and the opposite limit of one long pulse.
fast_n = 10000
fast_ratio = {r: summed_time(fast_n, r) * r**2 / fast_n for r in duties}
times = [summed_time(fast_n, r) for r in duties]
exponent = np.polyfit(np.log(duties), np.log(times), 1)[0]
assert abs(exponent + 2) < 0.02
assert abs(summed_time(0.2, 0.5) / 0.2 - 1) < 1e-9

# Stress reached when the accumulated on-time equals t_dc.
tally_stress = {}
for r in duties:
    peaks = pulse_peaks(round(fast_n / r), r)
    tally_stress[r] = critical_stress * peaks[-1] / np.sqrt(fast_n)
    assert abs(tally_stress[r] / (np.sqrt(r) * critical_stress) - 1) < 0.02

# Mean drive in the finite line, without and with stress-assisted diffusion.
assisted_dc, _ = run_line(line_length, 1.0, t_dc / 2000, 4000,
                          stress_assisted=True)
plain_ratio, assisted_ratio = {}, {}
for r in duties:
    dt = t_dc / r**2 / 2000
    plain, _ = run_line(line_length, r, dt, 4000)
    assisted, _ = run_line(line_length, r, dt, 4000, stress_assisted=True)
    plain_ratio[r] = plain * r**2 / t_dc
    assisted_ratio[r] = assisted * r**2 / assisted_dc
    assert abs(plain_ratio[r] - 1) < 0.01
    assert abs(assisted_ratio[r] - 1) < 0.01

# Resolved pulses with stress-assisted diffusion approach the same law.
assisted_pulsed = {}
for n in (25, 400):
    t, _ = run_line(line_length, 0.5, assisted_dc / n / 10, 60 * n,
                    steps_per_period=10, stress_assisted=True)
    assisted_pulsed[n] = t * 0.25 / assisted_dc
assert 0.94 < assisted_pulsed[400] < 1.003
assert abs(1 - assisted_pulsed[400]) < 0.5 * abs(1 - assisted_pulsed[25])

# Finite length: delayed nucleation, then none at all.
low_duty = 0.1
medium_length, short_length = 250e-6, 150e-6
delayed, _ = run_line(medium_length, low_duty, t_dc / low_duty**2 / 2000, 20000)
delay_ratio = delayed * low_duty**2 / t_dc
assert 1.03 < delay_ratio < np.inf
never, short_history = run_line(short_length, low_duty, 5 * hour, 2000)
saturation = low_duty * G * short_length / 2
assert np.isinf(never)
assert abs(short_history[-1, 1] / saturation - 1) < 1e-3
immortal_length = 2 * critical_stress / (low_duty * G)

# Sizes of neglected effects for the example itself.
heating = resistivity * current_density**2 * cross_section * thermal_resistance
heating_change = 1 - steady_time(temperature + heating) / t_dc
ripple_fraction = np.sqrt(low_duty * period / t_dc)
use_dc = steady_time(use_temperature)

print(f"Test temperature: {temperature:.0f} K")
print(f"Peak current density: {current_density / 1e10:.1f} MA/cm2")
print(f"Resistivity: {resistivity * 1e8:.1f} uOhm cm")
print(f"Effective charge number (magnitude): {effective_charge:.1f}")
print(f"Atomic volume: {atomic_volume * 1e27:.4f} nm3")
print(f"Effective modulus: {modulus / 1e9:.0f} GPa")
print(f"Atomic diffusivity at test: {diffusivity * 1e4:.1e} cm2/s")
print(f"Activation energy: {activation_energy / e:.2f} eV")
print(f"Critical stress: {critical_stress / 1e6:.0f} MPa")
print(f"Line length: {line_length * 1e6:.0f} um")
print(f"Pulse period: {period * 1e6:.1f} us")
print(f"Thermal energy kT: {kT / e:.5f} eV")
print(f"Wind force: {wind_force:.4e} N")
print(f"Drive G: {G / 1e12:.3f} MPa/um")
print(f"Stress diffusivity: {kappa * 1e12 * hour:.3f} um2/h")
print(f"Steady nucleation time, formula: {t_dc / hour:.3f} h")
print(f"Steady nucleation time, cells: {cell_dc / hour:.3f} h")
for r in duties:
    print(f"Duty {r}: on-time count {t_dc / r / hour:.1f} h, "
          f"true {t_dc / r**2 / hour:.1f} h, "
          f"on-time at nucleation {t_dc / r / hour:.1f} h")
    print(f"Duty {r}: stress when on-time = t_dc: "
          f"{tally_stress[r] / 1e6:.1f} MPa; "
          f"depth sqrt(kappa t_n): {np.sqrt(kappa * t_dc) / r * 1e6:.1f} um")
    print(f"Duty {r}: r^2 t_n/t_dc, pulse sum {fast_ratio[r]:.4f}, "
          f"cells {plain_ratio[r]:.4f}, assisted {assisted_ratio[r]:.4f}")
print(f"Periods per t_dc in the pulse sums: {fast_n}")
print(f"Fitted exponent of duty cycle: {exponent:.4f}")
print(f"Slow test, duty {test_duty}, {test_n} periods per t_dc: "
      f"cells {cell_pulsed / hour:.2f} h, sum {sum_pulsed / hour:.2f} h")
print(f"Slow test, inverse-square law: {t_dc / test_duty**2 / hour:.2f} h")
for n in assisted_pulsed:
    print(f"Assisted pulses, duty 0.5, {n} periods per steady time: "
          f"r^2 t_n/t_dc = {assisted_pulsed[n]:.4f}")
print(f"Steady time with stress-assisted diffusion: {assisted_dc / hour:.3f} h")
print(f"Omega sigma_c / kT: {atomic_volume * critical_stress / kT:.4f}")
print(f"Line cross-section: {cross_section * 1e18:.0f} nm2")
print(f"Thermal resistance times length: {thermal_resistance:.1f} K m/W")
print(f"Steady self-heating: {heating:.2f} K")
print(f"Steady time shortened by self-heating: {100 * heating_change:.2f} %")
print(f"Single-pulse stress, duty {low_duty}: "
      f"{critical_stress * ripple_fraction:.0f} Pa")
print(f"Largest early nucleation from ripple, duty {low_duty}: "
      f"{100 * (2 * ripple_fraction - ripple_fraction**2):.1e} %")
print(f"No-nucleation length, duty {low_duty}: {immortal_length * 1e6:.0f} um")
print(f"{medium_length * 1e6:.0f} um line, duty {low_duty}: "
      f"r^2 t_n/t_dc = {delay_ratio:.3f}")
print(f"{short_length * 1e6:.0f} um line, duty {low_duty}: saturation "
      f"{short_history[-1, 1] / 1e6:.1f} MPa")
print(f"Steady time at {use_temperature:.0f} K: {use_dc / year:.1f} years")
print(f"At {use_temperature:.0f} K, duty {low_duty}: on-time count "
      f"{use_dc / low_duty / year:.0f} years, true "
      f"{use_dc / low_duty**2 / year:.0f} years")
print("finished without a failed check")
```

Printed output:

```
Test temperature: 573 K
Peak current density: 2.0 MA/cm2
Resistivity: 4.0 uOhm cm
Effective charge number (magnitude): 1.0
Atomic volume: 0.0120 nm3
Effective modulus: 30 GPa
Atomic diffusivity at test: 4.0e-13 cm2/s
Activation energy: 0.90 eV
Critical stress: 100 MPa
Line length: 500 um
Pulse period: 1.0 us
Thermal energy kT: 0.04938 eV
Wind force: 1.2817e-16 N
Drive G: 10.681 MPa/um
Stress diffusivity: 6.553 um2/h
Steady nucleation time, formula: 10.506 h
Steady nucleation time, cells: 10.506 h
Duty 0.5: on-time count 21.0 h, true 42.0 h, on-time at nucleation 21.0 h
Duty 0.5: stress when on-time = t_dc: 71.0 MPa; depth sqrt(kappa t_n): 16.6 um
Duty 0.5: r^2 t_n/t_dc, pulse sum 0.9946, cells 1.0001, assisted 1.0000
Duty 0.25: on-time count 42.0 h, true 168.1 h, on-time at nucleation 42.0 h
Duty 0.25: stress when on-time = t_dc: 50.3 MPa; depth sqrt(kappa t_n): 33.2 um
Duty 0.25: r^2 t_n/t_dc, pulse sum 0.9940, cells 1.0001, assisted 1.0000
Duty 0.1: on-time count 105.1 h, true 1050.6 h, on-time at nucleation 105.1 h
Duty 0.1: stress when on-time = t_dc: 31.9 MPa; depth sqrt(kappa t_n): 83.0 um
Duty 0.1: r^2 t_n/t_dc, pulse sum 0.9952, cells 1.0001, assisted 1.0001
Periods per t_dc in the pulse sums: 10000
Fitted exponent of duty cycle: -2.0004
Slow test, duty 0.25, 20 periods per t_dc: cells 146.68 h, sum 146.68 h
Slow test, inverse-square law: 168.09 h
Assisted pulses, duty 0.5, 25 periods per steady time: r^2 t_n/t_dc = 0.8949
Assisted pulses, duty 0.5, 400 periods per steady time: r^2 t_n/t_dc = 0.9728
Steady time with stress-assisted diffusion: 10.234 h
Omega sigma_c / kT: 0.1517
Line cross-section: 20000 nm2
Thermal resistance times length: 2.0 K m/W
Steady self-heating: 0.64 K
Steady time shortened by self-heating: 1.90 %
Single-pulse stress, duty 0.1: 163 Pa
Largest early nucleation from ripple, duty 0.1: 3.3e-04 %
No-nucleation length, duty 0.1: 187 um
250 um line, duty 0.1: r^2 t_n/t_dc = 1.079
150 um line, duty 0.1: saturation 80.1 MPa
Steady time at 378 K: 9.6 years
At 378 K, duty 0.1: on-time count 96 years, true 958 years
finished without a failed check
```
